# Why the g values of dysprosium and erbium fall below Landé's: verification in Python

```python
"""
Result under test: the g values of Dy 4f10 5I8 and Er 4f12 3H6 are
  g = g(intermediate coupling) + relativistic shift + diamagnetic shift,
with one-electron moment corrections (atomic units, n = radial unit vector)
  relativistic: -alpha^2 <T> [l + s + n(n.s)]
  diamagnetic:  -alpha^2 { <u>(l + 2s) - <a>[s - n(n.s)] }
  a = r^-3 int_0^r P r'^2 dr', b = int_r^inf P/r' dr', u = (a+b)/3.
T: 4f kinetic energy; P: radial density of the other electrons;
zeta: spin-orbit parameter; F2, F4, F6: Slater integrals of the 4f shell.
The mean field is Dirac-Slater with full Slater exchange. The relative ratio
q multiplies zeta/F; q = 1 is the unscaled mean-field calculation.
A second calculation takes q from the observed Dy g and predicts Er.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from sympy.physics.wigner import wigner_3j

ALPHA = constants.fine_structure
LIGHT = 1 / ALPHA
G_SPIN = abs(constants.value("electron g factor"))
TO_CM = constants.value("hartree-inverse meter relationship") / 100


# ---------- radial equations on logarithmic grids ----------
def dirac_states(r, potential, step, kappa, count, light=LIGHT):
    """Small components at even points, large components at odd points."""
    diagonal = potential.copy()
    diagonal[0::2] -= 2 * light**2
    sign = np.where(np.arange(len(r) - 1) % 2 == 0, 1.0, -1.0)
    links = light * (sign / step + kappa / 2) / np.sqrt(r[:-1] * r[1:])
    first = (len(r) + 1) // 2      # negative-energy states lie below
    return eigh_tridiagonal(diagonal, links, select="i",
                            select_range=(first, first + count - 1))


def mean_field(charge, f_electrons):
    step = 0.01
    half_count = int(np.log(60 / 1e-5) / step)
    x = np.log(1e-5) + step / 2 * np.arange(2 * half_count + 1)
    r = np.exp(x)
    scaled = r * charge**(1 / 3) / 0.8853
    potential = -np.maximum(charge / (1 + 0.53625 * scaled)**2, 1) / r
    channels = [(-1, 6, 2), (1, 4, 2), (-2, 4, 4), (2, 2, 4), (-3, 2, 6),
                (3, 1, f_electrons * 6 / 14), (-4, 1, f_electrons * 8 / 14)]
    for _ in range(120):
        density = np.zeros_like(r)
        f_density = np.zeros_like(r)
        for kappa, count, occupation in channels:
            vectors = dirac_states(r, potential, step, kappa, count)[1]
            weight = occupation * np.sum(vectors**2, axis=1) / (step * r)
            part = (np.interp(x, x[0::2], weight[0::2])
                    + np.interp(x, x[1::2], weight[1::2]))
            density += part
            if kappa in (3, -4):
                f_density += part
        inside = cumulative_trapezoid(density * r, x, initial=0)
        outside = cumulative_trapezoid(density, x, initial=0)
        hartree = inside / r + outside[-1] - outside
        rho = density / (4 * np.pi * r**2)
        exchange = -1.5 * (3 * rho / np.pi)**(1 / 3)
        new = -charge / r + hartree + exchange
        change = np.max(np.abs(r * (new - potential)))
        potential = potential + 0.3 * (new - potential)
        if change < 2e-4:
            break
    assert change < 2e-4
    assert abs(inside[-1] - charge) < 1e-2
    return x, r, potential, density - f_density / f_electrons


def shielding(x, r, density):
    inner = cumulative_trapezoid(density * r**3, x, initial=0) / r**3
    total = cumulative_trapezoid(density, x, initial=0)
    outer = total[-1] - total
    return inner, (inner + outer) / 3


def slater_integral(k, x, r, density):
    inner = cumulative_trapezoid(density * r**(k + 1), x, initial=0)
    return 2 * trapezoid(density * inner / r**k, x)


def dirac_g(x_field, r_potential, kappa, light):
    """g and energy of the lowest f state from the Dirac current."""
    step = 0.0005
    half_count = int(np.log(40 / 0.003) / step)
    x = np.log(0.003) + step / 2 * np.arange(2 * half_count + 1)
    r = np.exp(x)
    potential = CubicSpline(x_field, r_potential)(x) / r
    energy, vectors = dirac_states(r, potential, step, kappa, 1, light)
    small, large = vectors[0::2, 0], vectors[1::2, 0]
    overlap = np.sum(r[2:-1:2] * small[1:-1] * (large[:-1] + large[1:]) / 2)
    j = abs(kappa) - 0.5
    return 2 * light * kappa * overlap / (j * (j + 1)), energy[0]


# ---------- f-shell operators in determinants ----------
ORBITALS = [(m, s) for s in (1, -1) for m in range(-3, 4)]
RANKS = (2, 4, 6)
ANGULAR = {}
for rank in RANKS:
    table = np.zeros((7, 7))
    reduced = float(wigner_3j(3, rank, 3, 0, 0, 0))
    for m in range(-3, 4):
        for mp in range(-3, 4):
            if abs(m - mp) <= rank:
                table[m + 3, mp + 3] = ((-1)**m * 7 * reduced * float(
                    wigner_3j(3, rank, 3, -m, m - mp, mp)))
    ANGULAR[rank] = table

L_Z = np.diag([float(m) for m, s in ORBITALS])
S_Z = np.diag([s / 2 for m, s in ORBITALS])
L_DOT_S = L_Z @ S_Z
RADIAL_SPIN = np.zeros((14, 14))       # z component of n(n.s)
for p, (m, s) in enumerate(ORBITALS):
    RADIAL_SPIN[p, p] = s / 2 * (1 + 2 * ANGULAR[2][m + 3, m + 3]) / 3
    if s == 1 and m < 3:
        q = ORBITALS.index((m + 1, -1))
        L_DOT_S[p, q] = L_DOT_S[q, p] = 0.5 * np.sqrt(12 - m * (m + 1))
        value = 0.5 * np.sqrt(2 / 3) * ANGULAR[2][m + 3, m + 4]
        RADIAL_SPIN[p, q] = RADIAL_SPIN[q, p] = value


def determinants(electrons, projection):
    return [sum(1 << p for p in chosen)
            for chosen in combinations(range(14), electrons)
            if sum(2 * ORBITALS[p][0] + ORBITALS[p][1] for p in chosen)
            == 2 * projection]


def flip(state, p):
    """Remove or create orbital p; return the fermion sign and new state."""
    sign = -1 if bin(state & ((1 << p) - 1)).count("1") % 2 else 1
    return sign, state ^ (1 << p)


def one_body(matrix, states):
    index = {state: i for i, state in enumerate(states)}
    result = np.zeros((len(states), len(states)))
    for column, state in enumerate(states):
        for c in range(14):
            if not state >> c & 1:
                continue
            sign_c, removed = flip(state, c)
            for a in np.nonzero(matrix[:, c])[0]:
                a = int(a)
                if removed >> a & 1:
                    continue
                sign_a, final = flip(removed, a)
                if final in index:
                    result[index[final], column] += (
                        sign_a * sign_c * matrix[a, c])
    return result


def pair_element(rank, a, b, c, d):
    (ma, sa), (mb, sb) = ORBITALS[a], ORBITALS[b]
    (mc, sc), (md, sd) = ORBITALS[c], ORBITALS[d]
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    return (ANGULAR[rank][ma + 3, mc + 3] * ANGULAR[rank][md + 3, mb + 3])


def repulsion(states):
    index = {state: i for i, state in enumerate(states)}
    result = np.zeros((3, len(states), len(states)))
    for column, state in enumerate(states):
        occupied = [p for p in range(14) if state >> p & 1]
        for c, d in combinations(occupied, 2):
            sign_c, first = flip(state, c)
            sign_d, removed = flip(first, d)
            empty = [p for p in range(14) if not removed >> p & 1]
            for a, b in combinations(empty, 2):
                sign_b, partial = flip(removed, b)
                sign_a, final = flip(partial, a)
                if final not in index:
                    continue
                sign = sign_a * sign_b * sign_c * sign_d
                for i, rank in enumerate(RANKS):
                    result[i, index[final], column] += sign * (
                        pair_element(rank, a, b, c, d)
                        - pair_element(rank, a, b, d, c))
    return result


# ---------- tests shared by both atoms ----------
# Dirac solver against the hydrogenic 1s energy.
test_step = 0.01
test_count = int(np.log(60 / 1e-5) / test_step)
test_r = 1e-5 * np.exp(test_step / 2 * np.arange(2 * test_count + 1))
numeric_1s = dirac_states(test_r, -66 / test_r, test_step, -1, 1)[0][0]
exact_1s = LIGHT**2 * (np.sqrt(1 - (66 * ALPHA)**2) - 1)
assert abs(numeric_1s / exact_1s - 1) < 1e-3

# Curl of u(r) B x r / 2 for B along z, by symbolic differentiation.
X, Y, Z = sp.symbols("X Y Z", real=True)
radius2 = X**2 + Y**2 + Z**2
trial_u = 1 / (1 + radius2)
A_X, A_Y = -trial_u * Y / 2, trial_u * X / 2
curl = [-sp.diff(A_Y, Z), sp.diff(A_X, Z), sp.diff(A_Y, X) - sp.diff(A_X, Y)]
r_derivative = -2 * radius2 / (1 + radius2)**2
normal = [-X * Z / radius2, -Y * Z / radius2, 1 - Z**2 / radius2]
for i in range(3):
    expected = (trial_u if i == 2 else 0) + r_derivative * normal[i] / 2
    assert sp.simplify(curl[i] - expected) == 0

print(f"electron spin g factor = {G_SPIN:.6f}")
print(f"alpha squared = {ALPHA**2:.5e}")

# ---------- the two atoms ----------
# name, nuclear charge, 4f electrons, S, L, J, observed g, admixed g - 1
# in units of (g_spin - 1)
ATOMS = [("Dy", 66, 10, 2, 6, 8, 1.242, 1 / 8),
         ("Er", 68, 12, 1, 5, 6, 1.164, 0.0)]
calibrated_ratio = None
for name, charge, electrons, S, L, J, observed, admixed in ATOMS:
    x_field, r_field, potential, others = mean_field(charge, electrons)
    r_potential = r_field * potential

    # Nonrelativistic 4f function in the converged potential.
    step = 0.002
    x = np.arange(np.log(0.003), np.log(40), step)
    r = np.exp(x)
    spline = CubicSpline(x_field, r_potential)
    v = spline(x) / r
    r_v_prime = spline(x, 1) / r - v
    energy, vector = eigh_tridiagonal(
        (1 / step**2 + 3.5**2 / 2) / r**2 + v,
        -1 / (2 * step**2 * r[:-1] * r[1:]), select="i", select_range=(0, 0))
    probability = vector[:, 0]**2
    density = probability / (step * r)
    kinetic = energy[0] - probability @ v
    assert energy[0] < 0
    assert abs(probability @ r_v_prime / (2 * kinetic) - 1) < 2e-3
    zeta = ALPHA**2 / 2 * (probability @ (r_v_prime / r**2))
    integrals = np.array([slater_integral(k, x, r, density) for k in RANKS])

    # Slater integrals against an explicit double sum.
    rs, ps = r[::5], density[::5] * r[::5] * 5 * step
    low, high = np.minimum.outer(rs, rs), np.maximum.outer(rs, rs)
    for k, value in zip(RANKS, integrals):
        assert abs(ps @ (low**k / high**(k + 1)) @ ps / value - 1) < 2e-3

    # Induced vector potential against direct angular integration.
    inner, u = shielding(x_field, r_field, others)
    nodes, weights = np.polynomial.legendre.leggauss(4)
    for target in (0.2, 0.6, 1.5):
        i = np.argmin(abs(r_field - target))
        r0 = r_field[i]
        near, far = abs(r_field - r0), r_field + r0
        distance = (near + far)[:, None] / 2 + np.outer(far - near, nodes) / 2
        cosine = ((r0**2 + r_field**2)[:, None] - distance**2) / (
            2 * r0 * r_field[:, None])
        angular = (cosine @ weights) * (far - near) / 4 / (r0 * r_field)
        direct = trapezoid(others * r_field**2 * angular, x_field)
        assert abs(direct / (r0 * u[i]) - 1) < 1e-3
    mean_a = probability @ CubicSpline(x_field, inner)(x)
    mean_u = probability @ CubicSpline(x_field, u)(x)

    relativistic = -ALPHA**2 * kinetic * (L_Z + S_Z + RADIAL_SPIN)
    diamagnetic = -ALPHA**2 * (mean_u * (L_Z + 2 * S_Z)
                               - mean_a * (S_Z - RADIAL_SPIN))

    # Relativistic moment against Dirac g values of single 4f electrons.
    chosen = [p for p, (m, s) in enumerate(ORBITALS) if 2 * m + s == 5]
    block = np.ix_(chosen, chosen)
    single = np.linalg.eigh(L_DOT_S[block])[1]
    dirac_energy, dirac_shift, formula_shift = [], [], []
    for column, kappa in ((0, 3), (1, -4)):
        w = single[:, column]
        g_zero = w @ (L_Z + 2 * S_Z)[block] @ w / 2.5
        formula = w @ relativistic[block] @ w / 2.5
        g_true, e_true = dirac_g(x_field, r_potential, kappa, LIGHT)
        g_slow, _ = dirac_g(x_field, r_potential, kappa, 3 * LIGHT)
        assert abs((g_true - g_zero) / formula - 1) < 0.10  # next order
        assert abs(9 * (g_slow - g_zero) / formula - 1) < 0.03
        dirac_energy.append(e_true)
        dirac_shift.append(g_true - g_zero)
        formula_shift.append(formula)
    zeta_dirac = (dirac_energy[1] - dirac_energy[0]) / 3.5
    assert abs(zeta_dirac / zeta - 1) < 0.10                # next order

    # Many-electron operators in the sector M = J.
    states = determinants(electrons, J)
    coulomb = np.tensordot(integrals, repulsion(states), 1)
    spin_orbit = one_body(L_DOT_S, states)
    moment = one_body(L_Z + G_SPIN * S_Z, states)
    moment_rel = one_body(relativistic, states)
    moment_dia = one_body(diamagnetic, states)
    lande = 1 + (G_SPIN - 1) * (J * (J + 1) + S * (S + 1)
                                - L * (L + 1)) / (2 * J * (J + 1))
    pure = np.linalg.eigh(coulomb)[1][:, 0]
    assert abs(pure @ moment @ pure / J - lande) < 1e-9

    # The level admixed directly by spin-orbit coupling: 3K8 or 1I6.
    partner = spin_orbit @ pure
    partner -= pure * (pure @ partner)
    partner /= np.linalg.norm(partner)
    partner_g = partner @ moment @ partner / J
    assert abs(partner_g - (1 + (G_SPIN - 1) * admixed)) < 1e-8

    print(f"{name}: 4f kinetic energy = {kinetic:.3f} hartree")
    print(f"{name}: zeta = {zeta * TO_CM:.0f} cm^-1, "
          f"from Dirac splitting = {zeta_dirac * TO_CM:.0f} cm^-1")
    print(f"{name}: F2, F4, F6 = "
          + ", ".join(f"{f * TO_CM:.0f}" for f in integrals) + " cm^-1")
    print(f"{name}: mean u = {mean_u:.3f}, mean a = {mean_a:.3f} bohr^-1")
    for label, i in (("4f5/2", 0), ("4f7/2", 1)):
        print(f"{name}: {label} relativistic g shift, formula = "
              f"{formula_shift[i]:.6f}, Dirac = {dirac_shift[i]:.6f}")
    print(f"{name}: determinants with M = J: {len(states)}")
    print(f"{name}: Lande g = {lande:.5f}, g of admixed level = "
          f"{partner_g:.5f}")

    def coupled_state(ratio):
        """Admixed weight, coupled g and the two shifts at a given ratio."""
        matrix = coulomb + ratio * zeta * spin_orbit
        ground = np.linalg.eigh(matrix)[1][:, 0]
        return np.array([1 - (pure @ ground)**2,
                         ground @ moment @ ground / J,
                         ground @ moment_rel @ ground / J,
                         ground @ moment_dia @ ground / J])

    for ratio in (0.8, 0.9, 1.0, 1.1, 1.25):
        result = coupled_state(ratio)
        print(f"{name}: relative zeta/F {ratio:.2f}: admixed weight = "
              f"{result[0]:.5f}, coupled g = {result[1]:.5f}, "
              f"total g = {np.sum(result[1:]):.5f}")

    # Main case: all radial quantities unscaled.
    weight, g_coupled, shift_rel, shift_dia = coupled_state(1.0)
    g_total = g_coupled + shift_rel + shift_dia
    hamiltonian = coulomb + zeta * spin_orbit
    levels = np.linalg.eigvalsh(hamiltonian)

    # g from its definition: slope of the Zeeman energy.
    field = 1e-5
    plus = np.linalg.eigvalsh(hamiltonian + field * moment)[0]
    minus = np.linalg.eigvalsh(hamiltonian - field * moment)[0]
    assert abs((plus - minus) / (2 * field * J) - g_coupled) < 1e-6

    # No partner with M = J + 1, hence total angular momentum J.
    higher = determinants(electrons, J + 1)
    if higher:
        upper = (np.tensordot(integrals, repulsion(higher), 1)
                 + zeta * one_body(L_DOT_S, higher))
        assert np.linalg.eigvalsh(upper)[0] > levels[0] + 1e-3

    step_g = (lande - partner_g) * weight
    if name == "Er":
        gap = (50 * integrals[0] / 225 + 60 * integrals[1] / 1089
               + 14 * 25 * integrals[2] / 184041)
        coupling = np.sqrt(1.5) * zeta
        two = np.array([[-2.5 * zeta, coupling], [coupling, gap]])
        two_weight = np.linalg.eigh(two)[1][1, 0]**2
        assert abs(two_weight - weight) < 1e-8
        assert abs(lande - g_coupled - step_g) < 1e-9
        print(f"Er: Coulomb gap 1I-3H = {gap * TO_CM:.0f} cm^-1, "
              f"coupling = {coupling * TO_CM:.0f} cm^-1")
    else:
        # Remaining terms enter only in higher order.
        assert abs(step_g / (lande - g_coupled) - 1) < 0.15
    print(f"{name}: intermediate-coupling shift = "
          f"{g_coupled - lande:.5f}, from weight alone = {-step_g:.5f}")
    print(f"{name}: relativistic shift = {shift_rel:.5f}, "
          f"diamagnetic shift = {shift_dia:.5f}")
    print(f"{name}: observed g = {observed:.3f}, calculated minus "
          f"observed = {g_total - observed:.5f}")
    assert shift_rel < 0 and shift_dia < 0 and g_coupled < lande
    assert abs(g_total - observed) < 0.5 * abs(lande - observed)

    # Observed Dy fixes the common ratio; Er is then a prediction.
    if name == "Dy":
        calibrated_ratio = brentq(
            lambda ratio: np.sum(coupled_state(ratio)[1:]) - observed,
            0.5, 1.25)
        print(f"Dy: relative zeta/F fixed by observed g = "
              f"{calibrated_ratio:.4f}")
    else:
        predicted = np.sum(coupled_state(calibrated_ratio)[1:])
        print(f"Er: g predicted with the ratio from Dy = {predicted:.5f}")
        assert abs(predicted - observed) < 0.5 * abs(lande - observed)

print("every check passed")
```

Running it gives:

```
electron spin g factor = 2.002319
alpha squared = 5.32514e-05
Dy: 4f kinetic energy = 22.320 hartree
Dy: zeta = 2175 cm^-1, from Dirac splitting = 2271 cm^-1
Dy: F2, F4, F6 = 116178, 72453, 52004 cm^-1
Dy: mean u = 12.225, mean a = 15.290 bohr^-1
Dy: 4f5/2 relativistic g shift, formula = -0.001223, Dirac = -0.001269
Dy: 4f7/2 relativistic g shift, formula = -0.001207, Dirac = -0.001226
Dy: determinants with M = J: 11
Dy: Lande g = 1.25058, g of admixed level = 1.12529
Dy: relative zeta/F 0.80: admixed weight = 0.04389, coupled g = 1.24496, total g = 1.24300
Dy: relative zeta/F 0.90: admixed weight = 0.05366, coupled g = 1.24368, total g = 1.24172
Dy: relative zeta/F 1.00: admixed weight = 0.06395, coupled g = 1.24231, total g = 1.24036
Dy: relative zeta/F 1.10: admixed weight = 0.07467, coupled g = 1.24088, total g = 1.23893
Dy: relative zeta/F 1.25: admixed weight = 0.09133, coupled g = 1.23863, total g = 1.23668
Dy: intermediate-coupling shift = -0.00827, from weight alone = -0.00801
Dy: relativistic shift = -0.00128, diamagnetic shift = -0.00067
Dy: observed g = 1.242, calculated minus observed = -0.00164
Dy: relative zeta/F fixed by observed g = 0.8788
Er: 4f kinetic energy = 24.696 hartree
Er: zeta = 2644 cm^-1, from Dirac splitting = 2772 cm^-1
Er: F2, F4, F6 = 122115, 76156, 54663 cm^-1
Er: mean u = 13.470, mean a = 16.654 bohr^-1
Er: 4f5/2 relativistic g shift, formula = -0.001353, Dirac = -0.001410
Er: 4f7/2 relativistic g shift, formula = -0.001336, Dirac = -0.001358
Er: determinants with M = J: 2
Er: Lande g = 1.16705, g of admixed level = 1.00000
Er: relative zeta/F 0.80: admixed weight = 0.00490, coupled g = 1.16623, total g = 1.16416
Er: relative zeta/F 0.90: admixed weight = 0.00597, coupled g = 1.16606, total g = 1.16398
Er: relative zeta/F 1.00: admixed weight = 0.00709, coupled g = 1.16587, total g = 1.16379
Er: relative zeta/F 1.10: admixed weight = 0.00826, coupled g = 1.16567, total g = 1.16360
Er: relative zeta/F 1.25: admixed weight = 0.01008, coupled g = 1.16537, total g = 1.16329
Er: Coulomb gap 1I-3H = 31436 cm^-1, coupling = 3238 cm^-1
Er: intermediate-coupling shift = -0.00118, from weight alone = -0.00118
Er: relativistic shift = -0.00136, diamagnetic shift = -0.00072
Er: observed g = 1.164, calculated minus observed = -0.00021
Er: g predicted with the ratio from Dy = 1.16402
every check passed
```
